# What a Richardson slope measures when the barrier depends on temperature: a numerical check

```python
"""
Result under test: for thermionic emission over a barrier
phi(T) = phi0 - alpha*T, a Richardson plot ln(Js/T^2) against 1/T gives
  slope barrier      phi_R = phi0                (not phi(300 K)),
  apparent prefactor A_R   = Astar*exp(alpha/k)  (not Astar).
For any smooth barrier the local slope gives phi - T*dphi/dT.
Symbols: Js saturation current density (A/cm^2), T temperature (K),
phi barrier (eV), alpha its rate of fall (eV/K), k Boltzmann constant (eV/K),
Astar = e*m*kB^2/(2*pi^2*hbar^3) Richardson constant for band mass m.
Currents are computed by quadrature of Fermi-Dirac fluxes over wave vectors.
"""
import numpy as np
from scipy.constants import e, hbar, m_e, k as kB

k = kB / e  # eV/K
nodes, weights = np.polynomial.legendre.leggauss(80)


def flux(mass, barrier, T, V=0.0):
    """One-way current density (A/cm^2) at the barrier top, Fermi level raised by V."""
    k_thermal = np.sqrt(2 * mass * kB * T) / hbar
    k_max = 7 * k_thermal
    q = 0.5 * k_max * (nodes + 1)
    w = 0.5 * k_max * weights
    kx, kp = np.meshgrid(q, q, indexing="ij")
    energy = hbar**2 * (kx**2 + kp**2) / (2 * mass)
    occupation = 1 / (np.exp((barrier - V) / (k * T) + energy / (kB * T)) + 1)
    integrand = (hbar * kx / mass) * 2 * np.pi * kp * occupation
    return e * 2 / (2 * np.pi)**3 * (w @ integrand @ w) / 1e4


def measured_js(mass, barrier, T, V=0.1):
    """Saturation current density extracted from the net current at forward bias V."""
    net = flux(mass, barrier, T, V) - flux(mass, barrier, T)
    return net / np.expm1(V / (k * T))


def richardson_constant(mass):
    return e * mass * kB**2 / (2 * np.pi**2 * hbar**3) / 1e4


def richardson_fit(T, js):
    """Least-squares line; returns slope barrier (eV) and prefactor (A/cm^2/K^2)."""
    slope, intercept = np.polyfit(1000 / T, np.log(js / T**2), 1)
    return -1000 * k * slope, np.exp(intercept)


def currents(mass, barrier_function, temperatures):
    return np.array([measured_js(mass, barrier_function(T), T) for T in temperatures])


# Model parameters
mass = 0.5 * m_e
phi0, alpha, Tr = 0.80, 0.25e-3, 300.0
Astar = richardson_constant(mass)


def phi(T):
    return phi0 - alpha * T


T = np.linspace(250, 350, 5)
js = currents(mass, phi, T)

# Emission law against the wave-vector integral; result independent of bias used
assert np.allclose(js, Astar * T**2 * np.exp(-phi(T) / (k * T)), rtol=1e-8, atol=0)
assert np.isclose(measured_js(mass, phi(Tr), Tr, 0.05),
                  measured_js(mass, phi(Tr), Tr, 0.15), rtol=1e-8, atol=0)

# Slope and intercept of the Richardson plot
phi_R, A_R = richardson_fit(T, js)
factor = np.exp(alpha / k)
assert abs(phi_R - phi0) < 1e-7
assert abs(A_R / (Astar * factor) - 1) < 1e-6
line = np.log(A_R) - phi_R / (k * T)
max_residual = np.max(np.abs(np.log(js / T**2) - line))
assert max_residual < 1e-7

# A narrow window around room temperature gives the same slope
T_narrow = np.linspace(295, 305, 5)
phi_narrow, A_narrow = richardson_fit(T_narrow, currents(mass, phi, T_narrow))
assert abs(phi_narrow - phi0) < 1e-6

# Control: with a constant barrier the usual reading is right
phi_control, A_control = richardson_fit(T, currents(mass, lambda t: phi(Tr), T))
assert abs(phi_control - phi(Tr)) < 1e-7
assert abs(A_control / Astar - 1) < 1e-6

# Current predicted from slope barrier and nominal Richardson constant
js_room = measured_js(mass, phi(Tr), Tr)
wrong = Astar * T**2 * np.exp(-phi_R / (k * T))
assert np.allclose(js / wrong, factor, rtol=1e-5, atol=0)
js_wrong = Astar * Tr**2 * np.exp(-phi_R / (k * Tr))

# Recovery of the room-temperature barrier, two routes
phi_from_current = k * Tr * np.log(Astar * Tr**2 / js_room)
phi_from_plot = phi_R - k * Tr * np.log(A_R / Astar)
assert abs(phi_from_current - phi(Tr)) < 1e-8
assert abs(phi_from_plot - phi(Tr)) < 1e-7

# Another mass and another alpha give identical data
r = 2.0
alpha_2 = alpha - k * np.log(r)
js_2 = currents(r * mass, lambda t: phi0 - alpha_2 * t, T)
assert np.allclose(js_2, js, rtol=1e-8, atol=0)
phi_room_2 = phi0 - alpha_2 * Tr

# Curved barrier: the slope gives the tangent intercept
phi_c, a, b = 0.80, 0.5e-3, 600.0


def phi_curved(t):
    return phi_c - a * t**2 / (t + b)


def log_js_curved(x):
    t = 1 / x
    return np.log(measured_js(mass, phi_curved(t), t) / t**2)


def local_slope_barrier(t, h=1e-6):
    return -k * (log_js_curved(1 / t + h) - log_js_curved(1 / t - h)) / (2 * h)


def tangent_intercept(t):
    return phi_c + a * b * t**2 / (t + b)**2


for t in (250.0, 300.0, 350.0):
    assert abs(local_slope_barrier(t) - tangent_intercept(t)) < 1e-6
local_room = local_slope_barrier(Tr)
rate_room = (phi_curved(Tr - 0.01) - phi_curved(Tr + 0.01)) / 0.02
A_local = np.exp(log_js_curved(1 / Tr) + local_room / (k * Tr))
assert abs(A_local / (Astar * np.exp(rate_room / k)) - 1) < 1e-5
assert local_room > phi_curved(0.0) > phi_curved(Tr)
phi_fit_curved, A_fit_curved = richardson_fit(T, currents(mass, phi_curved, T))
assert local_slope_barrier(250.0) < phi_fit_curved < local_slope_barrier(350.0)

print("LINEAR BARRIER")
print(f"band mass = {mass / m_e:.2f} electron masses")
print(f"Boltzmann constant k = {k * 1e3:.6f} meV/K")
print(f"kT at 300 K = {k * Tr * 1e3:.3f} meV")
print(f"phi0 = {phi0:.4f} eV")
print(f"alpha = {alpha * 1e3:.4f} meV/K")
print(f"true barrier at 300 K = {phi(Tr):.4f} eV")
print(f"Richardson constant Astar = {Astar:.3f} A/cm^2/K^2")
print("T (K), 1000/T (1/K), phi (eV), Js (A/cm^2), ln(Js/T^2) [A/cm^2/K^2]")
for t, j in zip(T, js):
    print(f"{t:.0f}  {1000 / t:.5f}  {phi(t):.5f}  {j:.5e}  {np.log(j / t**2):.5f}")
print(f"fitted slope of ln(Js/T^2) against 1/T = {-phi_R / k:.2f} K")
print(f"slope barrier phi_R = {phi_R:.5f} eV")
print(f"excess over 300 K barrier = {(phi_R - phi(Tr)) * 1e3:.2f} meV")
print(f"fitted intercept ln(A_R) = {np.log(A_R):.5f}")
print(f"ln(Astar) = {np.log(Astar):.5f}")
print(f"alpha/k = {alpha / k:.5f}")
print(f"exp(alpha/k) = {factor:.3f}")
print(f"apparent prefactor A_R = {A_R:.2f} A/cm^2/K^2")
print(f"largest residual from straight line = {max_residual:.1e}")
print(f"slope barrier, window 295-305 K = {phi_narrow:.5f} eV")
print(f"control, constant barrier: slope barrier = {phi_control:.5f} eV")
print(f"control, constant barrier: prefactor = {A_control:.3f} A/cm^2/K^2")
print(f"Js at 300 K from phi_R and Astar = {js_wrong:.4e} A/cm^2")
print(f"true Js over that value = {js_room / js_wrong:.3f}")
print(f"300 K barrier from Js and Astar = {phi_from_current:.5f} eV")
print(f"300 K barrier from phi_R, A_R, Astar = {phi_from_plot:.5f} eV")
print("SECOND MODEL WITH THE SAME DATA")
print(f"band mass = {r * mass / m_e:.2f} electron masses")
print(f"Richardson constant = {richardson_constant(r * mass):.3f} A/cm^2/K^2")
print(f"alpha = {alpha_2 * 1e3:.4f} meV/K")
print(f"barrier at 300 K = {phi_room_2:.5f} eV")
print(f"shift kT ln 2 at 300 K = {k * Tr * np.log(r) * 1e3:.2f} meV")
print("CURVED BARRIER")
print(f"phi_c = {phi_c:.4f} eV, a = {a * 1e3:.3f} meV/K, b = {b:.0f} K")
print(f"barrier at 0 K = {phi_curved(0.0):.5f} eV")
print(f"barrier at 300 K = {phi_curved(Tr):.5f} eV")
print(f"rate of fall at 300 K = {rate_room * 1e3:.4f} meV/K")
for t in (250.0, 300.0, 350.0):
    print(f"local slope barrier at {t:.0f} K = {local_slope_barrier(t):.5f} eV")
print(f"local prefactor at 300 K = {A_local:.1f} A/cm^2/K^2")
print(f"slope barrier fitted over 250-350 K = {phi_fit_curved:.5f} eV")
print(f"prefactor fitted over 250-350 K = {A_fit_curved:.1f} A/cm^2/K^2")
print("tests ok")
```

Running it gives:

```
LINEAR BARRIER
band mass = 0.50 electron masses
Boltzmann constant k = 0.086173 meV/K
kT at 300 K = 25.852 meV
phi0 = 0.8000 eV
alpha = 0.2500 meV/K
true barrier at 300 K = 0.7250 eV
Richardson constant Astar = 60.087 A/cm^2/K^2
T (K), 1000/T (1/K), phi (eV), Js (A/cm^2), ln(Js/T^2) [A/cm^2/K^2]
250  4.00000  0.73750  5.09697e-09  -30.13754
275  3.63636  0.73125  1.80391e-07  -26.76168
300  3.33333  0.72500  3.57731e-06  -23.94847
325  3.07692  0.71875  4.53817e-05  -21.56805
350  2.85714  0.71250  4.04916e-04  -19.52770
fitted slope of ln(Js/T^2) against 1/T = -9283.61 K
slope barrier phi_R = 0.80000 eV
excess over 300 K barrier = 75.00 meV
fitted intercept ln(A_R) = 6.99692
ln(Astar) = 4.09579
alpha/k = 2.90113
exp(alpha/k) = 18.195
apparent prefactor A_R = 1093.26 A/cm^2/K^2
largest residual from straight line = 1.5e-10
slope barrier, window 295-305 K = 0.80000 eV
control, constant barrier: slope barrier = 0.72500 eV
control, constant barrier: prefactor = 60.087 A/cm^2/K^2
Js at 300 K from phi_R and Astar = 1.9661e-07 A/cm^2
true Js over that value = 18.195
300 K barrier from Js and Astar = 0.72500 eV
300 K barrier from phi_R, A_R, Astar = 0.72500 eV
SECOND MODEL WITH THE SAME DATA
band mass = 1.00 electron masses
Richardson constant = 120.173 A/cm^2/K^2
alpha = 0.1903 meV/K
barrier at 300 K = 0.74292 eV
shift kT ln 2 at 300 K = 17.92 meV
CURVED BARRIER
phi_c = 0.8000 eV, a = 0.500 meV/K, b = 600 K
barrier at 0 K = 0.80000 eV
barrier at 300 K = 0.75000 eV
rate of fall at 300 K = 0.2778 meV/K
local slope barrier at 250 K = 0.82595 eV
local slope barrier at 300 K = 0.83333 eV
local slope barrier at 350 K = 0.84072 eV
local prefactor at 300 K = 1509.1 A/cm^2/K^2
slope barrier fitted over 250-350 K = 0.83241 eV
prefactor fitted over 250-350 K = 1473.8 A/cm^2/K^2
tests ok
```
